# Why Diamond Allows an xyz Energy but No Mean Sublattice Displacement

**Diamond has inversion symmetry, and an energy term odd in a displacement seems to contradict it. Why may the zone-centre optical triplet nevertheless have a cubic term \(u_xu_yu_z\)? And if the energy is lopsided, why does thermal motion not push the two sublattices apart on average in the unstrained crystal?**

### What inversion does to the optical displacement

Diamond consists of two identical face-centred cubic sublattices, A and B. In a zone-centre mode every A atom has the same displacement \(\mathbf u_A\), and every B atom has the same displacement \(\mathbf u_B\). The optical triplet is described by the three components of

\[
\mathbf u=\mathbf u_B-\mathbf u_A=(x,y,z),
\]

measured from the ideal cubic positions.

The inversion centres lie at the midpoints of bonds, not on atoms. Inversion therefore does two things: it reverses each displacement, and it carries each A atom to a B site and each B atom to an A site. After the operation,

\[
\mathbf u_B'=-\mathbf u_A,\qquad \mathbf u_A'=-\mathbf u_B,
\]
\[
\mathbf u'=\mathbf u_B'-\mathbf u_A'=-\mathbf u_A+\mathbf u_B=\mathbf u .
\]

The two minus signs cancel. Inversion does not relate the distortion \(\mathbf u\) to \(-\mathbf u\), so it cannot require their energies to be equal. In rocksalt the inversion centres lie on atoms and the sublattices are not exchanged. There \(\mathbf u'=-\mathbf u\), and every cubic term is forbidden.

The bonds show the difference directly. Let the four unit vectors from an A atom to its B neighbours be

\[
\mathbf n_1=\tfrac{(1,1,1)}{\sqrt3},\quad
\mathbf n_2=\tfrac{(1,-1,-1)}{\sqrt3},\quad
\mathbf n_3=\tfrac{(-1,1,-1)}{\sqrt3},\quad
\mathbf n_4=\tfrac{(-1,-1,1)}{\sqrt3}.
\]

They satisfy \(\sum_i\mathbf n_i=0\) and \(\mathbf n_i\cdot\mathbf n_j=-1/3\) for \(i\ne j\). A small displacement \(q\mathbf n_1\) lengthens bond 1 by \(q\) and, to first order, shortens the other three by \(q/3\). The displacement \(-q\mathbf n_1\) shortens one bond and lengthens three. These are different distortions.

### Which terms the other operations allow

A twofold rotation about the \(z\) axis through an atom keeps the sublattices and sends \((x,y,z)\) to \((-x,-y,z)\). A monomial \(x^py^qz^r\) survives this rotation only if \(p+q\) is even. The rotation about \(x\) likewise requires \(q+r\) to be even. The three exponents must therefore be all even or all odd. At first order this is impossible. At third order the one possibility is \(p=q=r=1\).

The remaining operations must also preserve \(xyz\). Those that keep the sublattices permute the four bonds. Each bond has components \((s_x,s_y,s_z)/\sqrt3\) with signs obeying \(s_xs_ys_z=1\). An operation that permutes axes and changes signs preserves this set only if the product of its sign changes is \(+1\), and then it preserves \(xyz\). Each operation that exchanges the sublattices is one of these followed by inversion, which does nothing to \(\mathbf u\). Hence

\[
E(\mathbf u)=\tfrac12k\,u^2+g\,xyz+O(u^4)
\]

per primitive cell, where \(u^2=x^2+y^2+z^2\). There is one cubic invariant and no linear one.

### Why the average vanishes

In equilibrium at temperature \(T\) the density matrix is \(\rho=e^{-\beta H}/Z\), with \(\beta=1/(k_BT)\). Here \(H\) is the Hamiltonian of the whole crystal, with all its phonons and all their interactions. If a symmetry operation acts on \(\mathbf u\) through a matrix \(M\), then \(\rho\) is unchanged by it, and

\[
\langle\mathbf u\rangle=M\langle\mathbf u\rangle .
\]

The rotation about \(z\) gives \(\langle x\rangle=-\langle x\rangle\) and \(\langle y\rangle=-\langle y\rangle\). The rotation about \(x\) gives \(\langle z\rangle=-\langle z\rangle\). All three averages are zero. Inversion was not used, and used alone it would give the empty statement \(\langle\mathbf u\rangle=\langle\mathbf u\rangle\). The same conclusion therefore holds for zincblende, whose sublattices are unlike and which has no inversion centre.

The argument needs an equilibrium state that has the symmetry of the Hamiltonian. It would fail if the crystal spontaneously chose a distorted structure. A zero mean does not imply zero fluctuations: \(\langle x^2\rangle\) is positive even at zero temperature.

A balance of forces shows how this differs from a familiar anharmonic oscillator. Take one coordinate whose energy near its minimum is \(kx^2/2+cx^3\), with higher terms that keep it bound but are neglected here. The mean force must vanish in equilibrium:

\[
k\langle x\rangle+3c\langle x^2\rangle=0,
\qquad \langle x\rangle=-\frac{3c\langle x^2\rangle}{k}.
\]

Since \(\langle x^2\rangle>0\), the mean moves. For the triplet, the cubic force along \(x\) is \(-g\,yz\), and its mean involves \(\langle yz\rangle\). The rotation about \(y\) reverses \(z\) but not \(y\), so \(\langle yz\rangle=0\). The triplet's cubic term needs a correlation between two different components to produce a steady force, and cubic symmetry removes that correlation.

### The coefficient from a bond model

To give \(g\) a size, take nearest-neighbour Morse bonds and a bending energy. With \(\mathbf r_i=b\mathbf n_i+\mathbf u\) and \(r_i=|\mathbf r_i|\),

\[
E=\sum_{i=1}^4D\left[1-e^{-a(r_i-b)}\right]^2
+\frac{K}{b^2}\sum_{i<j}\left(\mathbf r_i\cdot\mathbf r_j+\frac{b^2}{3}\right)^2 .
\]

Every term is non-negative. Zero energy requires \(r_i^2=b^2\), that is \(2b\,\mathbf n_i\cdot\mathbf u+u^2=0\), for each bond. Summing over the four bonds gives \(4u^2=0\), so \(\mathbf u=0\) is the only point of zero energy and the unique global minimum.

Let \(l_i=\mathbf n_i\cdot\mathbf u\). From \(r_i^2=b^2+2bl_i+u^2\), the bond extension is

\[
\delta_i=r_i-b=l_i+\frac{u^2-l_i^2}{2b}+O(u^3).
\]

The Morse energy expands as \(Da^2\delta_i^2-Da^3\delta_i^3+\dots\), so its curvature is \(V''=2Da^2\). Inserting \(\delta_i\) gives, through third order,

\[
V_i=Da^2l_i^2+\frac{Da^2}{b}\,l_i(u^2-l_i^2)-Da^3l_i^3 .
\]

The bond sums are \(\sum l_i=0\) and \(\sum l_i^2=4u^2/3\). In \(\sum l_i^3\) the terms such as \(x^3\) and \(x^2y\) carry a single sign factor and cancel, while each bond contributes \(6xyz/(3\sqrt3)\). Thus \(\sum l_i^3=8xyz/\sqrt3\), and

\[
g=-\frac{8Da^2}{\sqrt3}\left(a+\frac1b\right).
\]

The part with \(a\) comes from the softening of a stretched bond. The part with \(1/b\) comes from the geometry of bond lengths.

For bending, each bracket equals \(b(\mathbf n_i+\mathbf n_j)\cdot\mathbf u+u^2\). The six vectors \(\mathbf n_i+\mathbf n_j\) are \(\pm2/\sqrt3\) times the Cartesian unit vectors. When the brackets are squared, the cubic cross terms cancel between the two signs, leaving

\[
\frac{8K}{3}u^2+\frac{6K}{b^2}u^4 .
\]

Adding the quadratic stretching energy \(\tfrac23V''u^2\) gives

\[
k=\tfrac43(V''+4K).
\]

### Where the cubic term shows

The cubic term leaves \(\langle\mathbf u\rangle\) at zero but skews the distribution. Its leading trace is \(\langle xyz\rangle\). First consider one cell with all other modes frozen. The reduced mass is \(\mu\), half an atomic mass, and \(\omega=\sqrt{k/\mu}\). To first order in \(g\), thermal perturbation theory gives

\[
\langle xyz\rangle=-g\int_0^\beta G(\tau)^3\,d\tau,
\qquad G(\tau)=\langle x(\tau)x(0)\rangle_0 ,
\]

where \(x(\tau)=e^{\tau H_0}xe^{-\tau H_0}\) and \(H_0\) is harmonic. The cube appears because the three components are independent and equivalent in \(H_0\). Quartic terms do not enter at first order, since they are even in \(\mathbf u\).

Writing \(x\) in ladder operators, with \(s^2=\hbar\omega/(2k)\) the zero-point variance and \(n=1/(e^{\beta\hbar\omega}-1)\),

\[
G(\tau)=s^2\left[(n+1)e^{-\tau\hbar\omega}+n\,e^{\tau\hbar\omega}\right].
\]

Use \(e^{\beta\hbar\omega}=(n+1)/n\) to integrate the cube. The terms with exponents \(\pm3\tau\hbar\omega\) each give \([(n+1)^3-n^3]/3=n^2+n+\tfrac13\), in units of \(s^6/(\hbar\omega)\). The two mixed terms each give \(3n(n+1)\). The sum is

\[
\langle xyz\rangle=-\frac{g\,s^6}{\hbar\omega}\left(8n^2+8n+\frac23\right).
\]

At zero temperature this tends to \(-2gs^6/(3\hbar\omega)\), a purely quantum skewness. At high temperature \(n\simeq k_BT/(\hbar\omega)\), and it becomes the classical result \(-g(k_BT)^2/k^3\), independent of mass.

If \(N\) cells move together, the mass and the energy are both multiplied by \(N\). Then \(\omega\) is unchanged, \(s^2\) becomes \(s^2/N\), and \(g\) becomes \(Ng\), so \(\langle xyz\rangle\) falls as \(1/N^2\).

### Numbers in the regime of diamond

Take the round values \(D=4\) eV, \(a=15\ \mathrm{nm^{-1}}\), \(K=280\ \mathrm{eV/nm^2}\), \(b=0.154\) nm and an atomic mass of 12 u. Then \(V''=2(4)(15)^2=1800\ \mathrm{eV/nm^2}\), and

\[
k=\tfrac43(1800+1120)=3893\ \mathrm{eV/nm^2},
\]
\[
g=-\frac{8(4)(15)^2}{\sqrt3}\left(15+\frac1{0.154}\right)
=-8.93\times10^4\ \mathrm{eV/nm^3}.
\]

The phonon energy is \(\hbar\omega=164.7\) meV, and \(s=4.60\) pm.

For a displacement of \(\pm10\) pm along \(\mathbf n_1\), \(xyz=\pm(0.01)^3/(3\sqrt3)\ \mathrm{nm^3}\). The harmonic energy is 194.7 meV and the cubic part is \(\mp17.2\) meV. The full model gives 179.1 meV for the positive direction and 213.6 meV for the negative one. The distortion that stretches one bond and compresses three costs less than its reverse.

At 300 K the occupation is small, \(n\simeq0.0017\), and the last bracket of the skewness formula is 0.680. Therefore

\[
\langle xyz\rangle\simeq
\frac{(8.93\times10^4)(0.00460)^6(0.680)}{0.1647}\ \mathrm{nm^3}
\simeq3.49\ \mathrm{pm^3}.
\]

Diagonalizing the full one-cell motion gives 3.44 pm³, which is 1.6% below first order. At 1000 K it gives 11.5 pm³, 2.2% below. In both cases the components of \(\langle\mathbf u\rangle\) are zero to within \(10^{-10}\) nm. For 64 cells moving together, the third moment agrees with first order to within 0.04% at both temperatures.

### The same cancellation with all phonons

A real bond fluctuates through phonons of all wavevectors. Let \(\mathbf w\) be the relative displacement of its two atoms, \(l\) its component along the bond, and \(\mathbf w_\perp\) the transverse part. The cubic bond energy found above, with \(\mathbf u\) replaced by \(\mathbf w\), exerts a mean force on the B sublattice relative to A. The threefold symmetry about the bond makes this force point along \(\mathbf n_i\), with size

\[
f=3Da^3\langle l^2\rangle-\frac{V''}{2b}\langle w_\perp^2\rangle .
\]

For the whole lattice the bending energy is shared equally between the angles at A atoms and those at B atoms, which leaves \(k\) unchanged. A harmonic lattice sum at 300 K, on an \(8\times8\times8\) wavevector mesh, gives \(f=0.709\) eV/nm, directed outward. This is the push with the bonds held at their static length \(b\). If the crystal is free to expand, the stretched bonds pull back and the push is smaller. In either case the four pushes are equal, and \(f\sum_i\mathbf n_i=0\). If the harmonic stretching stiffness of one bond per cell is raised by 10%, with the cubic coefficients held fixed, the sum becomes 0.042 eV/nm. This sum contains the stretching forces; the symmetry argument covers the bending forces too.

The lattice sum also sizes an omission of the one-cell calculation. It gives a bond-length variance of 26.3 pm², against 21.2 pm² for one harmonic cell, a ratio of 1.24. Freezing the other modes thus changes the size of the fluctuations, but not the zero mean.

### Breaking the symmetry

The equivalence of the bonds matters, and not merely a minimum at \(\mathbf u=0\). Suppose bond 1 has its range parameter raised from \(a\) to \(1.1a\), while \(D\) is divided by \(1.1^2\). Its length and \(V''\) are unchanged, and so is the position of the minimum. Its cubic energy changes by \(-\tfrac12V''(0.1a)l_1^3\), which adds a mean outward force \(\tfrac32V''(0.1a)\langle l_1^2\rangle\). Dividing by \(k\) gives, for one cell at 300 K,

\[
\langle l_1\rangle\simeq
\frac{1.5(1800)(1.5)(21.2\times10^{-6})}{3893}\ \mathrm{nm}
\simeq0.022\ \mathrm{pm}.
\]

The full calculation also gives 0.022 pm. Here thermal and zero-point motion do displace the mean from the minimum.

Shear strain acts more directly. Let \(e_{yz}=e_{zy}=e\), and measure \(\mathbf u\) from the positions the atoms would have if they simply followed the strain. The strain lengthens bond \(i\) by \(2be\,n_{iy}n_{iz}=(2be/3)s_{ix}\), because \(s_ys_z=s_x\). The cross term in \(\tfrac12V''\sum\delta_i^2\) is then

\[
V''\,\frac{2be}{3}\sum_i s_{ix}l_i=\frac{8be}{3\sqrt3}V''x .
\]

In the bending brackets strain adds \(2b^2e(n_{iy}n_{jz}+n_{iz}n_{jy})\). This is \(-4b^2e/3\) for the pair (1,2), \(+4b^2e/3\) for (3,4), and zero for the other four pairs. Since \((\mathbf n_1+\mathbf n_2)\cdot\mathbf u=2x/\sqrt3\) and \((\mathbf n_3+\mathbf n_4)\cdot\mathbf u=-2x/\sqrt3\), the cross terms add to \(-32Kbex/(3\sqrt3)\). Minimizing the total with \(kx^2/2\) gives

\[
x=-\frac{2b}{\sqrt3}\,\zeta e,\qquad
\zeta=\frac{V''-4K}{V''+4K}=\frac{680}{2920}=0.233 .
\]

For \(e=0.001\), \(x=-0.0414\) pm. The one-cell thermal mean at 300 K is \(-0.0419\) pm. Shear also creates \(\langle yz\rangle=0.0119\) pm², but the resulting shift \(-g\langle yz\rangle/k\) is \(+0.0003\) pm, opposite in sign to the \(-0.0005\) pm by which the fluctuations, almost all zero-point at 300 K, change the static value. Other anharmonic terms of the strained crystal must therefore outweigh it; they are not separated here. A uniform dilation of 0.001 keeps the crystal cubic, and the mean stays at zero.

### What this means for a diamond heat spreader

The bond length and the phonon energy of about 165 meV are close to those of real diamond. The Morse and bending parameters are round model values, so \(g\), \(\zeta\) and the displacements are properties of this model, not measured properties, and their accuracy for real diamond is not established here. The model is softer than diamond, with a bulk modulus of 326 GPa against about 442 GPa measured. Its optical phonon also responds too weakly to volume, with a Grüneisen parameter of 0.57 against about 1. Long-range forces and electronic excitation are left out. They may change the coefficients, but not the zero mean while the equilibrium state remains cubic.

Bonding a diamond plate to another material can strain it, but a uniform strain moves the mean only if it has shear components \(e_{yz}\), \(e_{zx}\) or \(e_{xy}\) in the cubic axes. Equal in-plane strain of a (001) plate has none: the twofold rotations survive and the mean stays at zero. The same strain in a (110) or (111) plate does have them. In this model a tensor shear of 0.001 moves the mean by about 0.04 pm, roughly 1% of the one-cell zero-point amplitude. Uniform heating with free, cubic expansion moves it by nothing.

Inversion does have a role when a field is applied. An electric field or a temperature gradient changes sign under inversion while \(\mathbf u\) does not, so neither can produce a uniform \(\langle\mathbf u\rangle\) in linear response in bulk diamond. The strain that accompanies uneven heating is even under inversion, and its shear part can. The program's computed values are collected in the numerical output below.

## Computed results

```
Morse depth D = 4.0 eV; range parameter a = 15.0 1/nm
bending K = 280 eV/nm^2; bond length b = 0.154 nm
atomic mass = 12 u
symmetry operations: 48; keeping sublattices: 24
inversion factor on u: diamond +1, rocksalt -1
number of invariants (linear, cubic):
  diamond, all operations: 0, 1
  sublattice-keeping only (zincblende): 0, 1
  diamond inversion only: 3, 10
  three twofold rotations only: 0, 1
  rocksalt, all operations: 0, 0
bond stiffness V'' = 1800.0 eV/nm^2
force constant k = 3893.3 eV/nm^2 (numerical 3893.3)
cubic coefficient g = -89346.8 eV/nm^3 (numerical -89347.6)
optical phonon energy = 164.70 meV
zero-point rms per component, one cell = 4.599 pm
energy at u = +10 pm along bond = 179.08 meV
energy at u = -10 pm along bond = 213.58 meV
T = 300 K, one cell: mean u components (nm) below 1e-10
  <xyz> = 3.438 pm^3; first order 3.493 pm^3
  full / first order = 0.9843
T = 1000 K, one cell: mean u components (nm) below 1e-10
  <xyz> = 11.529 pm^3; first order 11.787 pm^3
  full / first order = 0.9781
64 cells: <xyz> full / first order = 0.9998 (300 K), 0.9997 (1000 K)
tensor shear e_yz = 0.0010; internal-strain zeta = 0.2329
  static u_x = -0.04141 pm
  thermal u_x, one cell, 300 K = -0.04189 pm
  thermal u_x, 64 cells, 300 K = -0.04142 pm
  <u_y u_z>, one cell, 300 K = 0.01193 pm^2
uniform strain 0.001, 300 K: mean u (nm) below 1e-10
one bond with range parameter times 1.1, 300 K:
  mean u along it, one cell = 0.02177 pm
  first-order formula, one cell = 0.02208 pm
  64 cells: full / formula = 0.9998
all wavevectors, 300 K (8x8x8 mesh):
  mean anharmonic push per bond = 0.7090 eV/nm
  sum of four pushes (eV/nm): below 1e-10
  sum if one bond is 10% stiffer = 0.0424 eV/nm
  bond-length variance = 26.283 pm^2
  one-cell harmonic variance = 21.223 pm^2
  ratio, all wavevectors / one cell = 1.238
```
